# Overpotential bound and volcano for oxygen evolution from OOH–OH scaling: a numerical check

```python
"""Thermodynamic overpotential of four-step oxygen evolution.

Result under test: if G_OOH = G_OH + D, then the smallest possible
overpotential is |D - 2 E0| / 2 (energies in eV, potentials in V vs RHE),
which is 0.37 V for D = 3.2 eV and E0 = 1.23 V.
G_OH, G_O, G_OOH : adsorption free energies relative to H2O and H2 at U = 0
x = G_O - G_OH   : volcano descriptor
c                : intercept of a second scaling line G_O = 2 G_OH + c
Overpotential    : lowest U with no uphill step, minus E0
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import linprog, brentq

E0 = 1.23
D = 3.2
TOTAL = 4 * E0
T = 298.15
KT = const.k * T / const.e


def step_energies(g_oh, g_o, g_ooh):
    return np.diff([0.0, g_oh, g_o, g_ooh, TOTAL])


def limiting_potential(g_oh, g_o, g_ooh):
    """Bisection on the definition: the whole ladder must run downhill."""
    ladder = np.array([0.0, g_oh, g_o, g_ooh, TOTAL])
    electrons = np.arange(5)
    low, high = -1.0, 10.0
    for _ in range(50):
        mid = 0.5 * (low + high)
        if np.all(np.diff(ladder - electrons * mid) <= 0):
            high = mid
        else:
            low = mid
    return high


def optimise(cost, intercept=None, descriptor=None, ceiling=None):
    """Linear program in (G_OH, G_O, G_OOH, t), every step energy <= t."""
    a_ub = [[1, 0, 0, -1], [-1, 1, 0, -1], [0, -1, 1, -1], [0, 0, -1, -1]]
    b_ub = [0, 0, 0, -TOTAL]
    a_eq, b_eq = [], []
    if intercept is not None:
        a_eq.append([-1, 0, 1, 0])
        b_eq.append(intercept)
    if descriptor is not None:
        a_eq.append([-1, 1, 0, 0])
        b_eq.append(descriptor)
    bounds = [(None, None)] * 3 + [(None, ceiling)]
    res = linprog(cost, A_ub=a_ub, b_ub=b_ub, A_eq=a_eq or None,
                  b_eq=b_eq or None, bounds=bounds, method="highs")
    assert res.status == 0, res.message
    return res.fun


MIN_T = [0, 0, 0, 1]
TOL = 1e-6  # feasibility tolerance of the linear-program solver is 1e-7

# Without scaling the ideal catalyst exists; with scaling the bound holds.
eta_free = optimise(MIN_T) - E0
assert abs(eta_free) < TOL
for trial in (1.8, 2.2, 2.46, 2.8, 3.0, 3.2, 3.4):
    numeric = optimise(MIN_T, intercept=trial) - E0
    assert abs(numeric - abs(trial - 2 * E0) / 2) < TOL
t_min = optimise(MIN_T, intercept=D)
eta_min = t_min - E0
assert abs(eta_min - 0.37) < TOL

# The set of optimal catalysts: one value of x, an interval of G_OH.
top = t_min + 1e-9
oh_low = optimise([1, 0, 0, 0], D, ceiling=top)
oh_high = -optimise([-1, 0, 0, 0], D, ceiling=top)
x_low = optimise([-1, 1, 0, 0], D, ceiling=top)
x_high = -optimise([1, -1, 0, 0], D, ceiling=top)
assert abs(x_low - D / 2) < TOL and abs(x_high - D / 2) < TOL
assert abs(oh_low - (TOTAL - 1.5 * D)) < TOL
assert abs(oh_high - D / 2) < TOL


def two_leg_volcano(x):
    return max(x, D - x) - E0


# The two legs are the best overpotential attainable at each x.
x_grid = np.linspace(0.0, 3.2, 33)
for x in x_grid:
    best = optimise(MIN_T, intercept=D, descriptor=x) - E0
    assert abs(best - two_leg_volcano(x)) < TOL


def eta_on_line(x, c):
    g_oh = x - c
    return limiting_potential(g_oh, g_oh + x, g_oh + D) - E0


def worst_deviation(c):
    return max(abs(eta_on_line(x, c) - two_leg_volcano(x)) for x in x_grid)


c_max = 2 * D - TOTAL
for c in (0.0, 0.4, 1.0, c_max):
    assert worst_deviation(c) < 1e-9
dev_below, dev_above = worst_deviation(-0.1), worst_deviation(c_max + 0.1)
assert dev_below > 0.05 and dev_above > 0.05

# Worked example: rough model site in the regime of a manganite perovskite.
G_OH, G_O = 1.0, 2.4
G_OOH = G_OH + D
steps = step_energies(G_OH, G_O, G_OOH)
u_lim = limiting_potential(G_OH, G_O, G_OOH)
assert abs(u_lim - max(steps)) < 1e-9
x_site = G_O - G_OH
c_site = G_O - 2 * G_OH
eta_site = u_lim - E0
PH = 13.0
nernst = KT * np.log(10)

# Neglected effects, with rough inputs.
SCATTER = 0.2
eta_scatter = [optimise(MIN_T, intercept=D + s) - E0
               for s in (-SCATTER, SCATTER)]
S_H2, S_O2, S_H2O = 130.0, 210.0, 70.0  # J/(mol K), rough
T_USE = 353.0
faraday = const.e * const.N_A
dE0_dT = -(2 * S_H2 + S_O2 - 2 * S_H2O) / (4 * faraday)
dD_dT = -(S_H2 - S_H2O) / faraday
E0_hot = E0 + dE0_dT * (T_USE - T)
D_hot = D + dD_dT * (T_USE - T)
eta_hot = D_hot / 2 - E0_hot
FIELD_MV_CM, DIPOLE_E_NM = 30.0, 0.02
field_v_nm = FIELD_MV_CM * 1e6 * 100 * 1e-9
field_shift = field_v_nm * DIPOLE_E_NM

# Steady-state cycle * -> OH* -> O* -> OOH* -> *, transfer coefficient 1/2.
mp.mp.dps = 60
CELL_NM, J_TARGET = 0.39, 0.010
site_density = 1.0 / (CELL_NM * 1e-7) ** 2
tof_target = J_TARGET / (4 * const.e * site_density)


def turnover(energies, potential, barrier):
    prefactor = const.k * T / const.h
    forward, backward = [], []
    for energy in energies:
        dg = float(energy - potential)
        height = max(barrier + 0.5 * dg, dg, 0.0)
        forward.append(prefactor * mp.exp(-mp.mpf(height) / KT))
        backward.append(prefactor * mp.exp(-(mp.mpf(height) - dg) / KT))
    matrix = mp.zeros(4)
    for i in range(4):
        j = (i + 1) % 4
        matrix[i, i] -= forward[i]
        matrix[j, i] += forward[i]
        matrix[j, j] -= backward[i]
        matrix[i, j] += backward[i]
    for j in range(4):
        matrix[3, j] = 1
    theta = mp.lu_solve(matrix, mp.matrix([0, 0, 0, 1]))
    return forward[0] * theta[0] - backward[0] * theta[1]


def kinetic_eta(energies, barrier):
    def mismatch(u):
        return float(mp.log(turnover(energies, u, barrier) / tof_target))
    return brentq(mismatch, 1.30, 2.40, xtol=1e-6) - E0


apex_oh = D / 2 - c_site
apex_steps = step_energies(apex_oh, apex_oh + D / 2, apex_oh + D)
assert turnover(apex_steps, E0 - 0.01, 0.6) < 0
assert turnover(apex_steps, E0 + 0.01, 0.6) > 0
kin = {(name, a): kinetic_eta(s, a)
       for name, s in (("apex", apex_steps), ("site", steps))
       for a in (0.6, 0.8)}
assert kin["apex", 0.6] < eta_min < kin["apex", 0.8]

print(f"Equilibrium potential E0 (input): {E0:.2f} V vs RHE")
print(f"Sum of the four steps: {TOTAL:.2f} eV")
print(f"Scaling intercept D (input): {D:.2f} eV")
print(f"Minimum overpotential without scaling: {abs(eta_free):.2f} V")
print(f"Intercept of the ideal catalyst: {2 * E0:.2f} eV")
print(f"Lowest largest step with scaling: {t_min:.2f} eV")
print(f"Minimum overpotential with scaling: {eta_min:.2f} V")
print(f"Optimal x = G_O - G_OH: {x_low:.2f} eV")
print(f"Optimal G_OH interval: {oh_low:.2f} to {oh_high:.2f} eV")
print(f"Two-leg range of c: 0 to {c_max:.2f} eV")
print(f"Largest error of two legs at c = -0.10 eV: {dev_below:.2f} V")
print(f"Largest error of two legs at c = {c_max + 0.1:.2f} eV: "
      f"{dev_above:.2f} V")
print(f"Site: G_OH, G_O, G_OOH = {G_OH:.2f}, {G_O:.2f}, {G_OOH:.2f} eV")
print("Site: steps 1 to 4 = " + ", ".join(f"{s:.2f}" for s in steps) + " eV")
print(f"Site: limiting step number {int(np.argmax(steps)) + 1}")
print(f"Site: x = {x_site:.2f} eV, c = {c_site:.2f} eV")
print(f"Site: limiting potential {u_lim:.2f} V vs RHE")
print(f"Site: overpotential {eta_site:.2f} V")
print(f"Site: excess over the apex {eta_site - eta_min:.2f} V")
print(f"Nernst shift at {T:.2f} K: {nernst:.4f} V per pH unit")
print(f"Site: limiting potential at pH {PH:.0f}: "
      f"{u_lim - nernst * PH:.2f} V vs SHE")
print(f"Volcano on the line c = {c_site:.2f} eV:")
for x in (1.0, 1.2, 1.4, 1.6, 1.8, 2.0, 2.2):
    print(f"  x = {x:.1f} eV, G_OH = {x - c_site:.1f} eV, "
          f"overpotential = {eta_on_line(x, c_site):.2f} V")
print(f"Intercept scatter (rough input): +/- {SCATTER:.1f} eV")
print(f"Bound with scatter: {eta_scatter[0]:.2f} to {eta_scatter[1]:.2f} V")
print(f"Rough entropies H2, O2, water: {S_H2:.0f}, {S_O2:.0f}, "
      f"{S_H2O:.0f} J/(mol K)")
print(f"dE0/dT: {dE0_dT * 1e3:.2f} mV/K; dD/dT: {dD_dT * 1e3:.2f} meV/K")
print(f"At {T_USE:.0f} K: E0 = {E0_hot:.2f} V, D = {D_hot:.2f} eV, "
      f"bound = {eta_hot:.2f} V")
print(f"Field {FIELD_MV_CM:.0f} MV/cm, dipole difference "
      f"{DIPOLE_E_NM:.2f} e nm (rough inputs)")
print(f"Field shift of D: {field_shift:.2f} eV; of the bound: "
      f"{field_shift / 2:.2f} V")
print(f"Surface cell edge (rough input): {CELL_NM:.2f} nm")
print(f"Site density: {site_density:.2e} per cm2")
print(f"Turnover at {J_TARGET * 1e3:.0f} mA/cm2: {tof_target:.1f} per s")
for (name, a), value in kin.items():
    print(f"Kinetic overpotential, {name}, barrier {a:.1f} eV: {value:.2f} V")
print("success")
```

Running it gives:

```
Equilibrium potential E0 (input): 1.23 V vs RHE
Sum of the four steps: 4.92 eV
Scaling intercept D (input): 3.20 eV
Minimum overpotential without scaling: 0.00 V
Intercept of the ideal catalyst: 2.46 eV
Lowest largest step with scaling: 1.60 eV
Minimum overpotential with scaling: 0.37 V
Optimal x = G_O - G_OH: 1.60 eV
Optimal G_OH interval: 0.12 to 1.60 eV
Two-leg range of c: 0 to 1.48 eV
Largest error of two legs at c = -0.10 eV: 0.10 V
Largest error of two legs at c = 1.58 eV: 0.10 V
Site: G_OH, G_O, G_OOH = 1.00, 2.40, 4.20 eV
Site: steps 1 to 4 = 1.00, 1.40, 1.80, 0.72 eV
Site: limiting step number 3
Site: x = 1.40 eV, c = 0.40 eV
Site: limiting potential 1.80 V vs RHE
Site: overpotential 0.57 V
Site: excess over the apex 0.20 V
Nernst shift at 298.15 K: 0.0592 V per pH unit
Site: limiting potential at pH 13: 1.03 V vs SHE
Volcano on the line c = 0.40 eV:
  x = 1.0 eV, G_OH = 0.6 eV, overpotential = 0.97 V
  x = 1.2 eV, G_OH = 0.8 eV, overpotential = 0.77 V
  x = 1.4 eV, G_OH = 1.0 eV, overpotential = 0.57 V
  x = 1.6 eV, G_OH = 1.2 eV, overpotential = 0.37 V
  x = 1.8 eV, G_OH = 1.4 eV, overpotential = 0.57 V
  x = 2.0 eV, G_OH = 1.6 eV, overpotential = 0.77 V
  x = 2.2 eV, G_OH = 1.8 eV, overpotential = 0.97 V
Intercept scatter (rough input): +/- 0.2 eV
Bound with scatter: 0.27 to 0.47 V
Rough entropies H2, O2, water: 130, 210, 70 J/(mol K)
dE0/dT: -0.86 mV/K; dD/dT: -0.62 meV/K
At 353 K: E0 = 1.18 V, D = 3.17 eV, bound = 0.40 V
Field 30 MV/cm, dipole difference 0.02 e nm (rough inputs)
Field shift of D: 0.06 eV; of the bound: 0.03 V
Surface cell edge (rough input): 0.39 nm
Site density: 6.57e+14 per cm2
Turnover at 10 mA/cm2: 23.7 per s
Kinetic overpotential, apex, barrier 0.6 eV: 0.32 V
Kinetic overpotential, apex, barrier 0.8 eV: 0.65 V
Kinetic overpotential, site, barrier 0.6 eV: 0.42 V
Kinetic overpotential, site, barrier 0.8 eV: 0.82 V
success
```
